The Screened Plasmon Energy of Heavily Doped Silicon

**Question.** A silicon layer has been implanted with donors and annealed until it holds 10²⁰ mobile electrons per cubic centimetre. The conductivity mass is 0.26 electron masses and the dielectric constant of the undoped crystal is 11.7. How large is the energy of the collective oscillation of these electrons, which infrared wavelength corresponds to it, and how does it scale with the electron density? How far do scattering and the real shape of the bands move the estimate?

**Answer.** The energy follows from the electric field that appears when the electrons are displaced as a body. The first estimate takes a uniform layer, parabolic bands, no scattering, and an oscillation whose wavelength is long compared with the distances between electrons.

**The restoring force**

Let n be the density of mobile electrons. The charge of an electron is −e, and the ionized donors form a fixed background of charge density +en. Take a slab of this material and move all its electrons by a small distance x along its normal. The interior stays neutral. One face is left with an uncovered donor charge +enx per unit area, and the other gains −enx.

Each charged face produces a field of magnitude enx/(2ε₀ε_b), where ε_b is the dielectric constant due to the bound electrons. Between the faces the two fields point the same way, from the positive face to the negative one, which is the direction of the displacement. They add to

F = enx/(ε₀ε_b).

The force on an electron is −eF, opposite to x. With the effective mass m = m_c m₀, where m₀ is the free-electron mass, Newton's law reads

m d²x/dt² = −eF = −ne²x/(ε₀ε_b).

This is a harmonic oscillator, d²x/dt² = −ω_p² x, with

ω_p² = ne²/(ε₀ε_b m_c m₀).

The slab thickness has cancelled. The plasmon energy is the quantum of this oscillator, E_p = ħω_p.

The electrons need not all move by the same amount. Divide them into thin sheets parallel to the faces. As long as no sheet overtakes another, each keeps the same number of sheets on either side, so the field that the other sheets exert on it does not change. When it moves by s, only the background field at its position changes, by ens/(ε₀ε_b). Every sheet therefore has the same frequency. A simulation of 30 sheets with unequal starting displacements, using the numbers of this problem and summing the forces sheet by sheet, gives an oscillation energy of 0.2129 eV. This can be compared with the formula below.

**Why these values of mass and dielectric constant enter**

Silicon has six conduction-band valleys in three pairs. Along a cube axis one pair has the heavy longitudinal mass m_l and two pairs have the light transverse mass m_t. All feel the same field, so pair j obeys

d²x_j/dt² = −eF/(m_j m₀).

Each pair holds a third of the electrons. The charge on the faces depends on the mean displacement x = (x₁ + x₂ + x₃)/3, and averaging the three equations gives

d²x/dt² = −(eF/m₀) (1/m_l + 2/m_t)/3.

The inverse masses are averaged, which defines the conductivity mass:

1/m_c = (1/m_l + 2/m_t)/3.

The typical values m_l = 0.916 and m_t = 0.190 give m_c = 0.258, which rounds to the stated 0.26. The other two cube axes give the same result, because each of them is also the long axis of one pair.

The bound electrons are polarized by the same field and oppose it, which weakens the restoring force. This is the screening meant in the name "screened plasmon". A constant ε_b assumes that they follow the field without delay. To size the error, give them one resonance at ω₀, so that

ε_b(ω) = 1 + (ε_b − 1)/(1 − ω²/ω₀²) ≈ ε_b + (ε_b − 1) ω²/ω₀²,

where the last form holds for ω ≪ ω₀. Since ω_p² is inversely proportional to the dielectric constant, the fractional change of the frequency is minus half that of ε_b:

δω/ω ≈ −(1/2) [(ε_b − 1)/ε_b] (ω/ω₀)².

With a model resonance at ħω₀ = 4 eV and ħω near 0.21 eV this is −0.13 %. Solving the coupled motion of the three valley pairs and the bound electrons gives the same shift, from 0.2136 to 0.2134 eV. Both energies use the unrounded mass 0.258.

**The number**

First leave out the crystal and compute the frequency of free electrons at this density. With n = 10²⁶ m⁻³,

ne²/(ε₀m₀) = 10²⁶ × (1.602×10⁻¹⁹)² / (8.854×10⁻¹² × 9.109×10⁻³¹) = 3.18×10²⁹ s⁻².

The square root is 5.64×10¹⁴ rad/s, and multiplication by ħ = 6.582×10⁻¹⁶ eV s gives E₀ = 0.3713 eV. The crystal enters through the product m_c ε_b = 0.26 × 11.7 = 3.042, whose square root is 1.744. Hence

E_p = 0.3713 eV / 1.744 = 0.213 eV.

The angular frequency is 3.235×10¹⁴ rad/s, and a photon of the same energy has the vacuum wavelength

λ = 2πc/ω_p = 2π × 2.998×10⁸ / (3.235×10¹⁴) m = 5.8 µm.

The answer is therefore about 0.21 eV, in the infrared near 6 µm. This wavelength belongs to the photon; the plasmon's own wavelength was assumed long and does not enter the result.

The light mass and the screening act in opposite directions. The mass alone would raise the energy from 0.37 to 0.73 eV. The bound electrons then lower it by the factor √11.7, to 0.21 eV.

**How it scales**

For other densities, as long as the mass and the dielectric constant stay the same, the formula reads

E_p = 0.3713 eV × √(n/10²⁰ cm⁻³) / √(m_c ε_b).

Taking the logarithm and then the differential gives, for small changes,

δE_p/E_p = (1/2)(δn/n − δm_c/m_c − δε_b/ε_b).

An error of 10 % in any one of the three quantities moves the energy by about 5 %.

The density n counts mobile electrons, not implanted atoms. If only half of the intended electrons are present, with mass and dielectric constant held fixed, the energy falls by √2 to 0.15 eV and the wavelength rises to 8.2 µm. At a hundredth of the density, 10¹⁸ cm⁻³, it would be 0.021 eV and 58 µm. In the other direction, λ ∝ n^(−1/2) means n ∝ λ⁻², so a density inferred from a wavelength carries twice the relative error of that wavelength.

**Does the Fermi distribution matter?**

At this density the electrons are degenerate. For parabolic bands at 300 K the chemical potential lies 0.065 eV above the band edge, about 2.5 times kT = 0.026 eV. The derivation above ignored the velocities that the electrons already have, so it must be seen whether they change the mass.

Let W(k) be the band energy, v_x = (1/ħ)∂W/∂k_x the velocity, and f the Fermi function. The field changes every wavevector at the rate dk_x/dt = −eF/ħ. To first order in the field, the current density J = −e Σ v_x f, summed over occupied states per unit volume, changes at the rate

dJ/dt = −e Σ f (∂v_x/∂k_x)(−eF/ħ) = e²F Σ f (1/ħ²) ∂²W/∂k_x².

For electrons of a single mass m the rate would be ne²F/m. Comparison defines the optical mass m_opt:

n/(m_opt m₀) = Σ f (1/ħ²) ∂²W/∂k_x².

In a parabolic valley the second derivative is the same constant for every state. It comes out of the sum, the sum over f gives the density, and the valley average gives m_opt = m_c at any temperature and any filling. Degeneracy by itself does not shift the plasmon.

Real bands flatten at higher energy. A common model describes this by

γ(W) = W(1 + αW) = (ħ²/2m₀) Σᵢ kᵢ²/mᵢ,

with α roughly 0.5 per eV for silicon. To use it, integrate the sum for the mass by parts. Because ∂f/∂k_x = ħv_x df/dW,

Σ f ∂v_x/∂k_x = −Σ v_x ∂f/∂k_x = ħ Σ v_x² (−df/dW).

Dividing by ħ gives

n/(m_opt m₀) = Σ v_x² (−df/dW).

Differentiating γ gives the velocity. With γ′ = dγ/dW = 1 + 2αW,

vᵢ = ħkᵢ/(mᵢ m₀ γ′).

Now introduce wᵢ = ħkᵢ/√(mᵢm₀). Then γ = w²/2, so surfaces of constant energy are spheres in w, and vᵢ² = wᵢ²/(mᵢm₀γ′²). On a sphere the mean of wᵢ² is w²/3 = 2γ/3. The number of states between W and W + dW is proportional to w² dw, and since w = √(2γ) this is proportional to √γ γ′ dW. Averaging 1/mᵢ over the valleys gives 1/m_c, and dividing by the density leaves

m_c/m_opt = (2/3) ∫ (γ^(3/2)/γ′)(−df/dW) dW / ∫ √γ γ′ f dW.

At zero temperature −df/dW is a spike at the Fermi energy W_F. The upper integral becomes γ_F^(3/2)/γ′_F. The lower one is ∫√γ dγ = (2/3)γ_F^(3/2). Hence

m_opt/m_c = γ′_F = 1 + 2αW_F.

Inserting the 300 K chemical potential of this band, 0.061 eV, as a rough stand-in for W_F gives 1.06; the Fermi energy at zero temperature is 0.072 eV and gives 1.07. The full average at 300 K, which includes the electrons spread above that level, gives 1.10. A direct sum over wavevectors confirms both cases: it returns 0.258 for parabolic valleys and 0.284 for the flattened ones, and their ratio is 1.10.

The plasmon energy falls by √1.10, from 0.213 to 0.203 eV, or 4.7 %. Scattering is estimated next. With a constant relaxation time and a mobility of 100 cm²/Vs it moves the zero of the real part of the dielectric function by less than this. Near 70 cm²/Vs the two shifts are about equal, and near 60 cm²/Vs scattering gives the larger one, about 6 %.

**Scattering**

Empirical mobility fits for phosphorus- and arsenic-doped silicon give roughly 60 to 75 cm²/Vs at this doping. The round value μ = 100 cm²/Vs used below lies on the high side and therefore understates the damping. This value corresponds to a relaxation time

τ = μ m_c m₀/e = 14.8 fs,

and to a damping energy ħ/τ = 0.0445 eV. This takes τ to be the same for all electron energies and for all frequencies up to ω_p. If τ grows with the electron energy, as it can when charged donors scatter the electrons, the same mobility goes with a stronger damping at ω_p. For parabolic bands and τ proportional to the 3/2 power of the energy, the zero of the real part of ε derived below would lie at 0.200 eV instead of 0.208 eV. The estimates that follow keep τ constant. Add a friction term to the equation of motion and let all quantities vary as exp(−iωt):

−ω²x = iωx/τ − eF/m, so x = eF/[m(ω² + iω/τ)].

The polarization of the mobile electrons is −nex. Adding it to that of the bound electrons gives the dielectric function

ε(ω) = ε_b [1 − ω_p²/(ω² + iω/τ)].

Without damping it vanishes at ω = ω_p. This is the condition for a longitudinal field that needs no external charge to sustain it. With damping, the real part of 1/(ω² + iω/τ) is 1/(ω² + 1/τ²), so the real part of ε vanishes at

ω² = ω_p² − 1/τ².

In energies this is √(0.2129² − 0.0445²) eV = 0.208 eV, which is 2.2 % below the undamped value.

The position of a damped resonance depends on what is measured. A fast electron crossing the material loses energy in proportion to Im(−1/ε). Writing Γ = 1/τ and separating the imaginary part,

Im(−1/ε) = (1/ε_b) ω_p² ωΓ/[(ω² − ω_p²)² + ω²Γ²].

Setting the derivative with respect to ω to zero gives

(ω² − ω_p²)² − ω²Γ² − 4ω²(ω² − ω_p²) = 0.

Put ω = ω_p + δ with small δ, so that ω² − ω_p² ≈ 2ω_pδ. The first term is of order δ² and can be dropped. What remains is −ω_p²Γ² − 8ω_p³δ = 0, hence

δ/ω_p = −(1/8)(Γ/ω_p)².

With Γ/ω_p = 0.0445/0.2129 this is −0.5 %. The peak found numerically lies at 0.2117 eV, in agreement. It is less displaced than the zero of the real part.

The product ω_pτ measures how well defined the plasmon is, and here it is 4.8. The free oscillation obeys d²x/dt² + (1/τ)dx/dt + ω_p²x = 0, whose frequency is √(ω_p² − 1/(4τ²)). For ω_pτ below 1/2 the displaced electrons creep back without oscillating. At fixed mobility and mass, ω_pτ grows as √n. At 10¹⁸ cm⁻³ a mobility still held at 100 cm²/Vs would give 0.48, and the plasmon would just have ceased to exist as an oscillation. Less heavily doped silicon has a higher mobility, so this case marks a limit of the model, not a forecast for such material.

With the heavier mass and the damping together, at unchanged mobility, the real part of ε vanishes at 0.199 eV, or 6.2 µm. That is 6.6 % below the simple estimate in energy. The statement "near 6 µm" survives both corrections, but the energy becomes 0.20 eV instead of 0.21 eV, so the third digit of 0.213 eV carries no meaning. With a mobility near 60 cm²/Vs the same zero lies at 0.192 eV, or 6.5 µm, so the second digit also depends on the mobility.

**What a reflectance measurement shows**

Light at normal incidence is transverse and does not drive the bulk longitudinal oscillation. Its reflectance nevertheless changes strongly near ω_p, because the same ε(ω) governs it. For a thick layer in air,

R = |(N − 1)/(N + 1)|², with N = √ε.

Without damping, ε is negative just below ω_p. Then N is imaginary, numerator and denominator have equal magnitude, and R = 1. The reflectance vanishes where N = 1, that is, where ε = 1:

ε_b(1 − ω_p²/ω²) = 1, so ω² = ω_p² ε_b/(ε_b − 1).

This lies at 0.223 eV, or 5.6 µm, slightly above the plasmon energy. With the damping of the example the minimum moves further, to 0.233 eV or 5.3 µm, and the reflectance there is 0.10 instead of zero.

The direction of this second shift can be derived for weak damping. Because (N − 1)(N + 1) = ε − 1, the reflectance is R = |ε − 1|²/|N + 1|⁴. Let ω₁ be the frequency of the undamped minimum, so that ε_bω_p² = (ε_b − 1)ω₁², and put ω = ω₁ + δ with δ of order Γ². Keeping the leading terms that depend on δ,

|ε − 1|² = (ε_b − 1)² [(ω² − ω₁²)² + ω²Γ²]/(ω⁴ + ω²Γ²) ≈ [(ε_b − 1)²/ω₁²] [4δ² + Γ²(1 − 2δ/ω₁)].

Near ε = 1, N + 1 ≈ 2 + (ε − 1)/2, and therefore

|N + 1|⁴ ≈ 16[1 + Re(ε − 1)] ≈ 16[1 + 2(ε_b − 1)δ/ω₁].

Dividing the first expression by the second gives, to the same order,

R ∝ 4δ² + Γ²(1 − 2ε_bδ/ω₁),

which is smallest at δ = ε_bΓ²/(4ω₁). This is positive, so damping moves the minimum to a higher frequency. In the example Im ε is not small, and the weak-damping formula would overestimate the shift, giving 0.026 eV instead of 0.010 eV. The value 0.233 eV comes from the full expression for R.

If the minimum were read as the plasmon energy, the inferred density would be too high by the factor (0.233/0.213)² ≈ 1.2 for parabolic bands. With the heavier mass of the flattened bands and the same mobility, the minimum lies near 0.22 eV, and a reading that keeps the mass 0.26 gives a density too high by only about 8 %.

The thick-layer formula has a condition of its own. Inside the material the field varies as exp(iNωz/c), so the intensity falls as exp(−2ωz Im N/c). The depth for a fall by the factor e is

d = c/(2ω Im N) = 475 nm at E_p.

At the reflectance minimum of 0.233 eV the absorption is weaker, and the same formula gives about 760 nm. A doped layer must be several times thicker than this before the material beneath it can be ignored. For a shallower layer, light returning from the lower boundary interferes with the surface reflection, and the minimum can lie elsewhere or disappear. For a uniform layer with the parameters above on thick undoped silicon, the lowest minimum lies at 0.235 eV for a thickness of 4 µm, at 0.242 eV for 2.3 µm and at 0.281 eV for 475 nm, while a 100 nm layer shows no minimum below 0.5 eV.

**The model beside an implanted layer**

A density of 10²⁰ cm⁻³ is high but belongs to the range of heavily donor-doped silicon. With the assumed mobility the resistivity is 6.2×10⁻⁴ Ω cm. Spread evenly over 100 nm, this density requires 10¹⁵ electrons per cm², and such a layer is much thinner than the 475 nm just found. The assumption that an implanted layer breaks most plainly is uniformity. Its density varies with depth, and so does the local value of E_p: where n has dropped to half its peak, 0.21 eV has become 0.15 eV. That spread exceeds the corrections for band shape and scattering. Incomplete activation acts in the same direction. The mobility and α are rough values, and ε_b was taken as unchanged by the doping; a change of 10 % in it would move the energy by 5 %. The model also leaves out higher conduction bands and the dependence of the plasmon energy on its wavevector. The numerical output below lists the values used here.

Values computed for the example and the checks

```
Electron density: 1.0e+20 cm^-3
Conductivity mass: 0.26 m0
Background dielectric constant: 11.7
Temperature: 300 K; kT: 0.0259 eV
Rough mobility: 100 cm^2/Vs
Valley masses: 0.916 and 0.190 m0
Nonparabolicity: 0.50 1/eV
Bound resonance in model: 4.0 eV
Free-electron plasmon energy E_0: 0.3713 eV
Product m_c*eps_b: 3.042
Square root of m_c*eps_b: 1.744
Unscreened energy with mass 0.26: 0.7282 eV
SCREENED PLASMON ENERGY: 0.2129 eV
Angular frequency: 3.235e+14 rad/s
VACUUM WAVELENGTH: 5.82 um
Energy from moving sheets: 0.2129 eV
Mass from valley average: 0.2582 m0
Energy with valley-average mass: 0.2136 eV
Energy from coupled oscillators: 0.2134 eV
Shift by background dispersion: -0.13 %
Energy at half activation: 0.1505 eV
Wavelength at half activation: 8.24 um
Chemical potential, parabolic: 0.0653 eV
Chemical potential, nonparabolic: 0.0612 eV
Parabolic mass from k sum: 0.2582 m0
Nonparabolic mass from k sum: 0.2843 m0
Optical mass increase factor: 1.1008
Energy with nonparabolic mass: 0.2029 eV
Shift by nonparabolicity: -4.7 %
Relaxation time: 14.8 fs
Damping energy hbar/tau: 0.0445 eV
omega_p*tau: 4.78
Resistivity: 6.24e-04 ohm cm
Zero of Re eps with damping: 0.2082 eV
Shift of this zero by damping: -2.2 %
Peak of Im(-1/eps): 0.2117 eV
Zero of Re eps, damping and new mass: 0.1988 eV
Wavelength of that zero: 6.24 um
Reflectance minimum, weak damping: 0.2226 eV
Its wavelength: 5.57 um
Reflectance minimum, real damping: 0.2330 eV
Its wavelength: 5.32 um
Reflectance at that minimum: 0.096
Intensity penetration depth at E_p: 475 nm
```
